# MOS electrostatics at 4 K with logarithmic carrier variables

Before a MOS solver is run at 4 K, two choices have to be made: which quantity Newton's method updates, and in what form the equation is handed to it. If the electron density replaces the potential as the unknown, more than half of the mesh in the example below has a density derivative that double precision stores as zero. With the reduced electron level as unknown and a depletion-parabola start, the same problem converges in six Newton steps.

## Two examples by hand

**One exponential.** In strong inversion with Boltzmann statistics, the surface field grows as $e^{u/2}$, where $u$ is the band bending in units of $kT/q$. Measure $u$ from the solution and scale the equation to

$$f(u)=e^{u/2}-1=0,\qquad u^*=0 .$$

Since $f'=\tfrac12e^{u/2}$, the Newton step is

$$\delta u=-\frac{f}{f'}=-2\left(1-e^{-u/2}\right).$$

Far above the root the bracket is 1, so each step lowers $u$ by 2, whatever the distance. At 4 K, $kT=0.3447$ meV, and a start 0.1 V too high means $u=0.1/0.0003447=290$. About 145 steps are spent coming down. Below the root the fault is reversed: at $u=-20$ the step is $2(e^{10}-1)\approx4.4\times10^4$, and the next exponential overflows.

Now equate logarithms instead: $g(u)=\ln e^{u/2}-\ln 1=u/2$. The step is $-g/g'=-u$, which reaches the root at once from either side. The root is unchanged, but the function is now straight.

**Two nodes.** Let two coupled nodes have reduced electron levels $\eta_1,\eta_2$ and the Jacobian

$$J=\begin{pmatrix}2&-1\\-1&2\end{pmatrix},\qquad J^{-1}=\frac13\begin{pmatrix}2&1\\1&2\end{pmatrix}.$$

With the largest absolute row sum as norm, $\kappa(J)=\|J\|\|J^{-1}\|=3\times1=3$. Take densities $n_i=e^{\eta_i}$ as unknowns instead, with $n_1=1$ and $n_2=\delta<1$. The chain rule divides column $i$ by $dn_i/d\eta_i=n_i$:

$$J_n=\begin{pmatrix}2&-1/\delta\\-1&2/\delta\end{pmatrix},\qquad
J_n^{-1}=\frac13\begin{pmatrix}2&1\\\delta&2\delta\end{pmatrix}.$$

The norms are $1+2/\delta$ and 1, so $\kappa(J_n)=1+2/\delta$. The physics has not changed, yet the condition number now follows the ratio of the densities.

## The physical model

The semiconductor is p-type and in equilibrium, with one Fermi level $E_F$. The band bending $\psi$ is zero in the bulk and positive towards inversion; $V_G$ is the gate voltage minus the flat-band voltage. Define

$$v=\frac{q\psi}{kT},\qquad \eta_n=\frac{E_F-E_c}{kT},\qquad \eta_p=\frac{E_v-E_F}{kT}.$$

Bending the bands down by $q\psi$ raises $\eta_n$ and lowers $\eta_p$, so with bulk values marked $b$,

$$\eta_n=\eta_{nb}+v,\qquad \eta_p=\eta_{pb}-v,\qquad \eta_n+\eta_p=-\frac{E_g}{kT}.$$

The last relation replaces the mass-action law. In equilibrium $\eta_n$ and $v$ differ by a constant, so a Newton step in one is a Newton step in the other.

For parabolic bands $n=N_cF_{1/2}(\eta_n)$ and $p=N_vF_{1/2}(\eta_p)$, with

$$F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{\varepsilon^j\,d\varepsilon}{1+e^{\varepsilon-\eta}} .$$

For dilute carriers $F_j\to e^\eta$, and then $\eta_n=\ln(n/N_c)$: the reduced level is the logarithmic carrier variable.

Acceptors at height $E_A$ above the valence edge, with degeneracy 4, are ionized with probability

$$f=\frac1{1+4e^{E_A/kT+\eta_p}}=\frac1{1+e^{z_b-v}},\qquad z_b=\ln4+\frac{E_A}{kT}+\eta_{pb}.$$

There are also $N_D$ compensating donors, taken as ionized everywhere.

The example uses round model parameters: $E_g=1.2$ eV, $E_A=50$ meV, $N_A=10^{17}$ and $N_D=10^{15}$ cm$^{-3}$, permittivities 12 and 4, a 5 nm oxide, and density-of-states masses 1.0 (electrons) and 0.6 (holes). At 4 K this gives $N_c=3.86\times10^{16}$ and $N_v=1.80\times10^{16}$ cm$^{-3}$.

The intrinsic density is $n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}$. With $E_g/kT=3481.36$,

$$\log_{10}n_i=16.421-\frac{3481.36}{2\times2.3026}=-739.5\quad(\text{cm}^{-3}).$$

The smallest positive double is about $10^{-323}$. A formula such as $n=n_ie^{(\ldots)}$ therefore becomes zero times a number that may itself overflow. Changing the unit of length does not help: $N_A$ and $n_i$ lie more than 750 decades apart, while the positive doubles span only about 630.

## Bulk state

Neutrality reads $p+N_D=N_Af+n$. Its logarithmic form is

$$\ln(p+N_D)-\ln(N_Af+n)=0 .$$

Each sum is formed from logarithms by $\ln(e^a+e^b)=\max(a,b)+\ln(1+e^{-|a-b|})$, which cannot overflow. Newton needs five steps.

The answer can be checked by hand. If $p$ and $n$ are negligible, $f=N_D/N_A=0.01$, hence $4e^{E_A/kT+\eta_{pb}}=99$ and

$$\eta_{pb}=-145.06+\ln(99/4)=-141.85 .$$

The Fermi level is 48.9 meV above the valence edge, next to the acceptor level. Then $\eta_{nb}=-3481.36+141.85=-3339.5$, and the bulk electron density is $10^{-1433.7}$ cm$^{-3}$. The hole density, $10^{-45.35}$ cm$^{-3}$, confirms the neglect.

Compensation also fixes the screening length. Near $v=0$ the charge changes by $N_Af(1-f)v=N_D(1-N_D/N_A)v$, and Poisson's equation gives decay over

$$L=\sqrt{\frac{\epsilon_s kT}{q^2N_D(1-N_D/N_A)}}=15.2\text{ nm}.$$

This length belongs to the continuum model with a sharp acceptor level. The ionized donors are about 100 nm apart, a sphere of radius $L$ holds about 0.03 charges, and the Coulomb energy at that spacing, 1.2 meV, exceeds $kT$. In a real crystal at 4 K the acceptor level is broadened, and 15.2 nm is not a physical screening length.

Without donors, neutrality would be $p=N_Af$, so that $p\propto e^{-E_A/2kT}$. Since $L\propto p^{-1/2}$, the length would contain a factor $e^{E_A/4kT}\approx e^{36}$. That makes $L\approx10^7$ m, so no device-sized domain reaches the neutral bulk; only a geometrically graded mesh spans it. The surface potential hardly notices: at 1.42 V, imposing $v=0$ at 450 nm shifts it by only about 0.003 mV.

## Scaled Fermi integrals

Put $s=\min(\eta,0)$ and take $e^s$ out of the integral:

$$\ln F_j=s+\ln\left[\frac1{\Gamma(j+1)}\int_0^\infty\varepsilon^j\,e^{-\ln(1+e^{\varepsilon-\eta})-s}\,d\varepsilon\right].$$

For $\eta\le0$ the exponential factor is

$$\frac{e^{-\eta}}{1+e^{\varepsilon-\eta}}=\frac1{e^\eta+e^\varepsilon}=\frac{e^{-\varepsilon}}{1+e^{\eta-\varepsilon}},$$

which lies between $e^{-\varepsilon}/2$ and $e^{-\varepsilon}$. The integral stays of order one, and the large negative exponent is carried by $s$. For $\eta>0$, $s=0$ and the occupation factor is already harmless. Below $\eta=-40$ the dilute limit $\ln F_j=\eta$ is accurate to double precision. The substitution $\varepsilon=t^2$ removes the square-root behaviour at the lower end.

Newton also needs the derivative. The occupation depends on $\varepsilon-\eta$, so $\partial_\eta=-\partial_\varepsilon$ on it. Integrating by parts and using $\Gamma(j+1)=j\Gamma(j)$ gives $F_j'=F_{j-1}$ for $j>0$.

## Poisson's equation on a mesh

The net negative charge number density is $s_c=n+N_Af-p-N_D$, and Poisson's equation is $\epsilon_s\psi''=qs_c$. Integrate it over the cell of width $w_i$ around node $i$. With node spacing $h_i$ and $a_i=\epsilon_skT/(q^2h_i)$, the residual is

$$R_i=a_i(v_i-v_{i+1})+a_{i-1}(v_i-v_{i-1})+w_is_c(v_i).$$

At the interface the semiconductor flux must match the oxide flux, $C_{ox}(V_G-\psi_s)=-\epsilon_s\psi'(0)$. The term with $a_{i-1}$ is therefore replaced by

$$c\left(v_0-\frac{qV_G}{kT}\right),\qquad c=\frac{C_{ox}kT}{q^2}.$$

Deep in the bulk $v=0$.

In the charge sum, $n$ is formed as $\exp(\ln N_c+\ln F_{1/2})$ and may underflow. That is harmless here, because it is added to terms larger by hundreds of decades. The logarithm remains available wherever the density itself is wanted. At the mesh node 49.96 nm deep for $V_G=2$ V, for instance, $\psi=0.43069$ V, so $v=1249.5$, $\eta_n=-2090$, and

$$\log_{10}n=16.59-\frac{2090}{2.3026}=-891\quad(\text{cm}^{-3}).$$

The residual is the gradient of

$$\Phi=\sum_i\frac{a_i}2(v_i-v_{i+1})^2+\frac c2\left(v_0-\frac{qV_G}{kT}\right)^2+\sum_iw_iW(v_i),\qquad W'=s_c .$$

Moreover

$$s_c'=N_cF_{-1/2}(\eta_n)+N_Af(1-f)+N_vF_{-1/2}(\eta_p)>0,$$

so $\Phi$ is strictly convex and has one minimum. The Jacobian $J$ is symmetric and positive definite.

Logarithms alone do not make Newton converge from any start; convexity supplies the safeguard. For the direction $d=-J^{-1}R$, the slope of $\Phi$ along the step is $\varphi'(t)=d\cdot R(v+td)$. It starts at $-d^TJd<0$ and never decreases with $t$. The algorithm is:

1. Start from a depletion parabola, with surface potential no higher than 1.151 V, where $\eta_n=0$.
2. Solve $Jd=-R$. If $\max|d|<10^{-6}$, add $d$ and stop.
3. Try $t=\min(1,100/\max|d|)$.
4. If $\varphi'(t)>0.1|\varphi'(0)|$, bisect in $t$ and keep a point with $\varphi'\le0$, where $\Phi$ must have fallen.

The allowance 0.1 in the last item also accepts some points past the minimum along the step, where $\Phi$ is not guaranteed to have fallen; replacing it by zero makes descent strict. All three biases below took six Newton steps from the parabolic start; from a flat start $v=0$ the step cap raises the count to about 40. The output does not record how often bisection acted.

## Why the density cannot replace the potential

Let $D$ be the diagonal matrix of $D_i=dn_i/d\eta_i=N_cF_{-1/2}(\eta_{n,i})$. As with two nodes, $J_n=JD^{-1}$. Therefore $D=J_n^{-1}J$ and $D^{-1}=J^{-1}J_n$, and taking norms of both gives

$$\kappa(D)\le\kappa(J_n)\kappa(J)\quad\Longrightarrow\quad\kappa(J_n)\ge\frac{\kappa(D)}{\kappa(J)} .$$

The condition number itself can be found without forming $J_n$. Write $J=P-O$, with $P$ the diagonal part and $O\ge0$. In exact arithmetic the row sums of $P^{-1}O$ are below one, so $J^{-1}=\sum_k(P^{-1}O)^kP^{-1}$ has no negative entries. Its row sums are then the solution $y$ of $Jy=(1,\ldots,1)^T$, and

$$\kappa(J_n)=\max_i\sum_j\frac{|J_{ij}|}{D_j}\;\times\;\max_iD_iy_i ,$$

with both factors evaluated as logarithms. A test on an eight-node block, inverted explicitly in high precision, confirms the formula.

For the 800-cell solution at 2 V, $\log_{10}\kappa$ is 6.1 with logarithmic unknowns and 1454 with densities; the lower bound is 1445. A condition number of $10^6$ leaves room in sixteen-digit arithmetic.

In exact arithmetic, rescaling the columns of $J_n$ by $D$ would restore $J$. A large $\kappa(J_n)$ alone is thus not fatal. The scaling needs the numbers $D_i$, however, and with densities in m$^{-3}$, 432 of the 800 are stored as zero.

There is a nonlinear fault too. The density Newton direction is $\delta n=D\,\delta\eta$, and for dilute carriers $D=n$. A full step gives $n(1+\delta\eta)$, which is negative once $\delta\eta<-1$. The logarithmic update gives $ne^{\delta\eta}$, which is positive for every $\delta\eta$.

The conditioning result concerns $n$ as the only unknown. If $v$ and $n$ are both kept, with $n-N_cF_{1/2}(\eta_{nb}+v)=0$ as a second equation, $D$ only multiplies. Eliminating $\delta n$ returns $J\,\delta v=-R$, the underflow is harmless, and the 2 V problem again converges in six steps.

## A second route: the first integral

Multiply $\epsilon_s\psi''=qs_c$ by $\psi'$ and integrate from the bulk, where field and band bending vanish. With $E=-\psi'$ and $d\psi=(kT/q)\,dv$,

$$\frac{\epsilon_s}2E^2=kT\,W(v),\qquad W(v)=\int_0^vs_c\,dv' .$$

Each term integrates in closed form. Since $F_{3/2}'=F_{1/2}$ and $d\eta_p=-dv$,

$$\begin{aligned}W={}&N_c[F_{3/2}(\eta_n)-F_{3/2}(\eta_{nb})]+N_v[F_{3/2}(\eta_p)-F_{3/2}(\eta_{pb})]\\&+N_A\ln\frac{1+e^{v-z_b}}{1+e^{-z_b}}-N_Dv .\end{aligned}$$

The oxide condition becomes one scalar equation for the surface:

$$V_G-\psi_s=A\sqrt{W(v_s)},\qquad A=\frac{\sqrt{2\epsilon_skT}}{C_{ox}} .$$

Take $V_G=1.425$ V, where the solution is $\psi_s=1.14754$ V, or $v_s=3329.2$. Electrons are negligible, $z_b=\ln99=4.595$, and

$$\frac W{N_A}=3329.2-4.595-0.010-33.3=3291.3 .$$

With $A=1.529\times10^{-14}$ V m$^{3/2}$ and $W=3.291\times10^{26}$ m$^{-3}$, the oxide drop is 0.2775 V. The sum is 1.4250 V, as required.

The mesh and the scalar equation agree to 0.0006 mV at 1.420 and 1.425 V and to 0.003 mV at 2 V. For dilute carriers a potential error $\delta\psi$ is a relative density error $q\delta\psi/kT$, so 0.0006 mV means about 0.2%. At 1.425 V, a 200-cell mesh has an error of 0.013 mV, about twenty times larger than with 800 cells.

## The logarithmic gate equation

When only the surface potential is wanted, the scalar equation suffices. If electrons are described by Boltzmann statistics, $W$ contains $N_ce^{\eta_n}$, and the scalar equation inherits the fault of the first hand example. The cure is the residual

$$H(v)=\ln W-2\ln\frac{V_G-\psi}{A},\qquad
H'=\frac{W'}W+\frac{2kT/q}{V_G-\psi} .$$

When the exponential dominates, $W'/W\approx1$ and $H$ is nearly straight. At $V_G=2$ V the Boltzmann root is $\psi_s=1.1550$ V. From 0.1 V above it, the linear residual takes 150 steps, the first of them $-2.000$ in $v$; the logarithmic one takes 5.

A natural starting value neglects electrons altogether, and also the compensating donors, which are 1% of $N_A$. Then $\psi+\gamma\sqrt\psi=V_G$ with $\gamma=\sqrt{2\epsilon_sqN_A}/C_{ox}$, and solving the quadratic for $\sqrt\psi$ gives

$$\sqrt\psi=-\frac\gamma2+\sqrt{\frac{\gamma^2}4+V_G},$$

hence $\psi=1.664$ V. There the logarithm of the electron density in m$^{-3}$ is 1540, while a double overflows at 710. The linear residual cannot even be evaluated. The logarithmic residual starts from the same point and again needs 5 steps.

Two limits apply. $H$ exists for $0<\psi<V_G$, and in depletion its slope is small, so a step from below can overshoot the root widely and, at some gate voltages, leave this interval. Since $W$ grows with $v$, $H$ is monotonic, and a bracket with bisection as fallback removes the danger.

Secondly, the creeping steps belong to Boltzmann statistics. For $\eta\gg1$ the occupation is nearly a step, and

$$F_{3/2}\approx\frac1{\Gamma(5/2)}\int_0^\eta\varepsilon^{3/2}d\varepsilon=\frac{\eta^{5/2}}{\Gamma(7/2)} .$$

Then $\sqrt W\propto\eta^{5/4}$ when electrons dominate, and a Newton step tends to $-\tfrac45\eta$ very far above the root, so it grows with the distance. At $V_G=2$ V, a start 0.1 V too high loses about 0.89 of the distance in the first step and converges in 5 steps. With Fermi-Dirac statistics the linear form of the scalar equation therefore does not creep down in steps of 2 from far above the root. The mesh solver, which also keeps a linear charge residual, has its capped start and the convexity safeguard as further protection.

The choice of statistics also changes the answer. At 2 V the Fermi-Dirac surface potential is 1.1973 V, which is 42 mV above the Boltzmann value. The Fermi level lies $133.9\,kT=46$ meV above the conduction edge at the surface.

## Reading the transistor numbers

Below threshold, electrons do not affect the field. Differentiating the first integral gives $\epsilon_sE\,dE/d\psi=qs_c$, so the depletion capacitance per area is

$$C_d=\epsilon_s\frac{dE_s}{d\psi_s}=\frac{q(N_A-N_D)}{E_s} .$$

The gate equation $V_G=\psi_s+\epsilon_sE_s/C_{ox}$ gives $dV_G/d\psi_s=1+C_d/C_{ox}$. The surface density is proportional to $e^{q\psi_s/kT}$, so one decade costs

$$S=\ln10\,\frac{kT}q\left(1+\frac{C_d}{C_{ox}}\right)=2.3026\times0.3447\times1.1211=0.890\text{ mV}.$$

The mesh solutions give the same value: from 1.420 to 1.425 V, $\log_{10}n_s$ (cm$^{-3}$) rises from 6.479 to 12.098, or 5.619 decades in 5 mV.

These densities need care. The surface field at 1.425 V is $C_{ox}\times0.2775\text{ V}/\epsilon_s\approx18.5$ mV/nm, so the classical electron layer decays over $0.3447/18.5\approx0.019$ nm. That is far thinner than an atom, and a local density of states has lost its meaning. At 1.420 V, where the field is nearly the same, $n_s$ times this thickness is about $6\times10^{-3}$ electrons per cm$^2$: a thermodynamic average, not a population.

At 2 V the oxide drop corresponds to a total sheet density of $3.55\times10^{12}$ cm$^{-2}$. Of this, $2.30\times10^{12}$ are electrons, a value also obtained from the first integral as $\int n\,d\psi/E$. The remaining $1.25\times10^{12}$ is depletion charge. These values are classical. In this potential well, with confinement mass 1.0, the lowest subband lies about 70 meV above the surface band edge and so about 23 meV above the Fermi level. A variational one-subband estimate gives $\psi_s\approx1.25$ V and about $2.0\times10^{12}$ electrons per cm$^2$, a shift larger than the 42 mV between the two statistics.

A better inversion layer comes from subbands. Each has a constant density of states, and $\int_0^\infty d\varepsilon/(1+e^{\varepsilon-\eta})=\ln(1+e^\eta)$ replaces $F_{1/2}$. Its logarithm tends to $\eta$ in the dilute limit, so the same scaling serves, but the subband energies must come from a Schrödinger equation.

Band tails, interface traps and slow dopant ionization are also left out, so 0.89 mV per decade is the ideal swing of this model, not a device prediction. Equilibrium is itself an assumption: if the dopants cannot follow the gate, $f$ is no longer a function of the local potential. The convex functional must then be rebuilt with the actual dopant charge, and the first integral is in general lost, because the charge is no longer a function of $\psi$ alone. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
temperature 4.0 K, kT = 0.34469 meV
gap 1.2 eV = 3481.36 kT; acceptor level 50 meV
DOS masses: electrons 1.0, holes 0.6 free-electron masses
NA = 1.0e+17, ND = 1.0e+15 cm^-3
relative permittivity: semiconductor 12, oxide 4
oxide thickness 5.0 nm, Cox = 0.7083 uF/cm^2
Nc = 3.8635e+16, Nv = 1.7956e+16 cm^-3
log10(n_i / cm^-3) = -739.55
log10 of smallest positive double = -323.31
bulk: eta_p = -141.8477, eta_n = -3339.5078, Newton steps 5
bulk Fermi level above valence edge = 48.894 meV
log10(bulk n / cm^-3) = -1433.74
log10(bulk p / cm^-3) = -45.35
bulk screening length = 15.20 nm
largest error of ln F against high precision = 5.3e-16
surface potential where eta_n = 0: 1.15111 V
VG = 1.420 V: psi_s mesh 1.143083 V, first integral 1.143084 V
  difference -0.00060 mV, Newton steps 6
  surface eta_n -23.275, log10(n_s / cm^-3) 6.479
VG = 1.425 V: psi_s mesh 1.147543 V, first integral 1.147543 V
  difference -0.00060 mV, Newton steps 6
  surface eta_n -10.337, log10(n_s / cm^-3) 12.098
VG = 2.000 V: psi_s mesh 1.197250 V, first integral 1.197252 V
  difference -0.00297 mV, Newton steps 6
  surface eta_n 133.868, log10(n_s / cm^-3) 19.653
VG = 1.425 V error: 200 cells 0.01283 mV, 800 cells 0.00060 mV
VG = 2.0 V inversion sheet: mesh 2.30379e+12, integral 2.30378e+12 cm^-2
total sheet 3.54902e+12 cm^-2, surface field 0.5352 MV/cm
  depth 1.00 nm: psi 1.16432 V, log10(n/cm^-3) 18.84
  depth 9.99 nm: psi 1.00230 V, log10(n/cm^-3) -170.90
  depth 49.96 nm: psi 0.43069 V, log10(n/cm^-3) -891.10
  depth 99.65 nm: psi 0.05258 V, log10(n/cm^-3) -1367.49
  depth 200.18 nm: psi 0.00001 V, log10(n/cm^-3) -1433.74
swing: solves 0.8899, formula 0.8898 mV/decade; 1+Cd/Cox = 1.1211
log10 condition number: logarithmic unknowns 6.14, densities 1454.06
lower bound for densities 1445.30; nodes with dn/deta = 0 in double: 432 of 800
8-node block: log10 condition number by explicit inversion 24.296
Boltzmann root at VG = 2.0 V: psi_s = 1.154954 V
start 0.1 V above: 150 linear steps, 5 logarithmic steps
first linear step = -2.000000 kT
electron-free start 1.66398 V: ln(n m^3) = 1539.9, double limit 709.8
logarithmic steps from that start: 5
```
